# Why boron's 3.5 eV activation energy is not a hopping barrier

Anyone who simulates the anneal of a boron implant in silicon has to decide what moves a boron atom. One choice is to give each substitutional atom a jump with a 3.5 eV barrier, taken from the slope of the equilibrium diffusivity. The other is to leave substitutional boron immobile until a silicon interstitial reaches it, and then to let the pair hop over a much lower barrier. The two choices can be fitted to the same equilibrium data. They part when implant damage supplies extra interstitials: the first predicts no change in diffusivity, the second a change by orders of magnitude.

## A counter-example at 800 °C

**The model.** Substitutional boron, $B_s$, is immobile. A self-interstitial $I$ costs a formation energy $E_f$ and brings a formation entropy $S_f$. Next to a boron atom its energy is lower by the binding energy $E_b$, with the same entropy. The pair hops over a barrier $E_m$, and a free interstitial hops over a barrier $E_i$. Take

$$E_f=3.7,\quad E_b=0.8,\quad E_m=0.6,\quad E_i=0.4\ \text{eV},\qquad S_f=5k,$$

with attempt frequency $\nu=10^{13}\ \text{s}^{-1}$ and lattice constant $a=0.543$ nm. These are rough typical values. The energies do not depend on temperature, the Fermi level is that of intrinsic silicon, and boron and interstitials are dilute. At 800 °C, $kT=0.09248$ eV.

**How many interstitials?** Interstitials are not conserved: surfaces and other sinks create and absorb them. In equilibrium an empty interstitial site therefore has statistical weight 1, and an occupied one has weight

$$x=e^{-(E_f-TS_f)/kT}=e^{S_f/k}e^{-E_f/kT}.$$

The mean occupation is $x/(1+x)\approx x$, since $x\ll1$. With $N=8/a^3=5.0\times10^{22}\ \text{cm}^{-3}$ tetrahedral sites, the equilibrium concentration is

$$C_I^*=N e^{S_f/k}e^{-E_f/kT}=3.12\times10^{7}\ \text{cm}^{-3}.$$

**How much boron is paired?** Let the free-interstitial concentration be $C_I$, whatever its origin. A site far from boron is then occupied with relative weight $C_I/N$. Each of the $\theta=4$ tetrahedral sites beside a boron atom has this weight multiplied by $e^{E_b/kT}$, provided that pairs and free interstitials are in local equilibrium. At most one interstitial binds, so the four weights add. The ratio of paired to unpaired boron is

$$P=\theta\,\frac{C_I}{N}\,e^{E_b/kT}. \tag{1}$$

**How fast does a pair move?** The pair hops at total rate $\Gamma=\nu e^{-E_m/kT}=1.52\times10^{10}\ \text{s}^{-1}$. Each hop takes the boron atom to one of the 12 second-neighbour lattice sites, all equally likely. Along a chosen axis, 8 of these hops have displacement $\pm a/2$ and 4 have none, so the mean square displacement per hop is

$$\langle x^2\rangle_{\rm hop}=\frac{8}{12}\cdot\frac{a^2}{4}=\frac{a^2}{6}.$$

Successive hops are independent and unbiased, so cross terms average to zero and the variance after time $t$ is $\Gamma t\,a^2/6$. Setting this equal to $2D_mt$ gives the diffusivity of a pair,

$$D_m=\frac{a^2\Gamma}{12}=3.74\times10^{-6}\ \text{cm}^2/\text{s}. \tag{2}$$

**How fast does boron move?** A boron atom is paired for a fraction $p=P/(1+P)$ of the time and makes on average $\Gamma pt$ hops. Its variance is $\Gamma pt\,a^2/6=2pD_mt$, hence

$$D=pD_m\approx PD_m\quad(P\ll1). \tag{3}$$

Now compare two crystals, both annealed at 800 °C for 300 s. In the first, the interstitials are in equilibrium. In the second, implant damage holds $C_I$ at $3.0\times10^{10}\ \text{cm}^{-3}$, which is 962 times $C_I^*$.

- Equilibrium: $P=1.43\times10^{-11}$, so $D=5.33\times10^{-17}\ \text{cm}^2/\text{s}$. The rms displacement in depth, $\sqrt{2Dt}$, is 1.8 nm.
- Damaged crystal: $P=1.37\times10^{-8}$, so $D=5.13\times10^{-14}\ \text{cm}^2/\text{s}$. The rms displacement is 55 nm.

No barrier has changed, and neither has the temperature. A fixed 3.5 eV jump of substitutional boron has no place for $C_I$ and would give both crystals the same diffusivity.

The temperature dependence is just as telling. Raise the temperature to 1000 °C, letting $C_I$ follow equilibrium in the first crystal and holding it at the same value in the second. The diffusivities become $2.04\times10^{-14}$ and $3.65\times10^{-14}\ \text{cm}^2/\text{s}$. Between the two temperatures $1/kT$ falls by $1.699\ \text{eV}^{-1}$, so the apparent activation energies are

$$\frac{\ln(2.038\times10^{-14}/5.334\times10^{-17})}{1.699}=3.50\ \text{eV},\qquad
\frac{\ln(3.653\times10^{-14}/5.130\times10^{-14})}{1.699}=-0.20\ \text{eV}.$$

The same atoms, with the same hopping barrier of 0.6 eV, show a slope of 3.5 eV in one crystal and a slightly negative slope in the other. In the second, heating speeds up the hops but breaks up pairs even more effectively.

## The general statement

Write $\beta=1/kT$ and define the activation energy as $Q=-d\ln D/d\beta$. Let

$$E_s=-\frac{d\ln C_I}{d\beta}$$

be the energy with which the supply of free interstitials is activated. Within this model,

$$Q=E_m+(1-p)(E_s-E_b). \tag{4}$$

**Proof.** From $D=pD_m$,

$$Q=-\frac{d\ln D_m}{d\beta}-\frac{d\ln p}{d\beta}.$$

By (2), $D_m\propto e^{-\beta E_m}$, so the first term is $E_m$. For the second, $\ln p=\ln P-\ln(1+P)$, and therefore

$$\frac{d\ln p}{d\beta}=\frac{d\ln P}{d\beta}-\frac{P}{1+P}\frac{d\ln P}{d\beta}=(1-p)\frac{d\ln P}{d\beta}.$$

By (1), $\ln P=\ln(\theta/N)+\ln C_I+\beta E_b$, so $d\ln P/d\beta=-E_s+E_b$. Inserting this with its minus sign gives (4).

Three cases follow.

1. **Interstitials in equilibrium, few pairs.** Here $C_I=C_I^*$, so $E_s=E_f$, and $p\approx0$:

$$Q=E_f-E_b+E_m=3.7-0.8+0.6=3.5\ \text{eV}.$$

2. **Fixed free-interstitial concentration, few pairs.** Here $E_s=0$ and $Q=E_m-E_b=-0.2$ eV.

3. **Nearly all boron paired.** Here $p\to1$ and $Q\to E_m$. The hopping barrier appears by itself because no energy is needed to make an atom mobile. As an illustration, take a closed cell with one boron atom, one interstitial and 26 sites away from the boron. The ratio $C_I/N$ in (1) is replaced by $1/26$, which gives $p=0.99886$ at 800 °C and $Q=0.6-0.00114\times0.8=0.599$ eV. This cell isolates the limit; it does not describe a real implant, where such crowding would produce clusters.

The numerical output supports these slopes by a separate route. It solves the rate equations for an interstitial wandering on the tetrahedral sites around a boron atom, and obtains $D$ from the decay of a boron density wave, without using (3). The slopes found are 3.5000, −0.2000 and 0.5991 eV.

## What the 3.5 eV measures

Put the energy of perfect crystal plus $B_s$ at zero. The pair lies at $E_f-E_b=2.9$ eV, and the saddle for its hop at $2.9+0.6=3.5$ eV. The activation energy is thus a real height in the energy landscape, but no single jump climbs it. The 2.9 eV determines how rarely a pair exists; the 0.6 eV determines how fast an existing pair hops.

The supply of interstitials has a saddle of its own, at $E_f+E_i=4.1$ eV. It is higher than 3.5 eV, yet it is absent from $Q$. The reason is detailed balance. In the model a source creates interstitials at a rate proportional to $e^{S_f/k}e^{-(E_f+E_i)/kT}$, and a sink removes them at a rate proportional to $e^{-E_i/kT}$; the ratio contains no $E_i$. In the same way, steps into the pair carry $e^{-E_i/kT}$ and steps out of it carry $e^{-(E_b+E_i)/kT}$, with the ratio $e^{E_b/kT}$. A higher $E_i$ makes pairs form less often and live longer in the same proportion. Raising $E_i$ from 0.4 to 0.9 eV in the rate equations leaves the equilibrium diffusivity at $5.334\times10^{-17}\ \text{cm}^2/\text{s}$. What $E_i$ does affect is the time needed to reach equilibrium and, through the lifetime of a pair, how far a boron atom travels before its pair breaks. At 800 °C the step from 0.4 to 0.9 eV makes this distance about 15 times longer, of order 100 nm, so the unchanged $D$ then describes only profiles that vary slowly on that scale.

An equilibrium Arrhenius plot cannot reveal how the 3.5 eV is divided. Replace $(E_f,E_b,E_m)$ by $(3.5,\,0.5,\,0.5)$ eV: the sum $E_f-E_b+E_m$ is unchanged, and so is the equilibrium diffusivity. At fixed $C_I$, however, the slope becomes $0.5-0.5=0$ instead of −0.2 eV. An experiment with a controlled interstitial supply therefore carries information that the equilibrium slope lacks.

The prefactor is a weaker guide. A literal 3.5 eV hop with the same $\nu$ and the same jump geometry would give $9.0\times10^{-20}\ \text{cm}^2/\text{s}$, too small by the factor $\theta e^{S_f/k}=4\times148.4=594$. A different attempt frequency or an activation entropy of the hop could absorb this factor. The dependence on $C_I$ cannot be absorbed in that way.

## Few long flights

The mechanism also shapes the profile. Each pair site has an exit rate $r=\nu e^{-(E_b+E_i)/kT}=2.32\times10^{7}\ \text{s}^{-1}$. Some released interstitials step straight back. Of the 16 links leading out of the four pair sites, 12 reach sites from which half the links lead onward, and 4 reach sites from which three quarters do. The chance of getting past these sites without first stepping back is

$$p_1=\frac{12}{16}\cdot\frac12+\frac4{16}\cdot\frac34=0.5625.$$

Many interstitials still return from farther away. On the unbounded network, one that starts on a pair site makes on average 3.17 visits to the four pair sites, the first included. Each visit is the last with the same probability, so the chance of final escape is $p_{\rm esc}=1/3.17=0.315$. (The numerical output treats all distant sites as well mixed and therefore uses $p_1$; its flights are shorter, 5.4 nm, and 1.8 times as numerous.) A flight, counted until the interstitial escapes, thus contains on average $1/p_{\rm esc}$ paired periods of mean length $1/r$, a total paired time of $1/(rp_{\rm esc})$.

In a steady state flights begin as often as they end. For $P\ll1$ each boron atom therefore starts them at the rate $\kappa=Prp_{\rm esc}$. Equation (3) can now be rewritten as

$$D=PD_m=(Prp_{\rm esc})\frac{D_m}{rp_{\rm esc}}=\kappa\lambda^2,\qquad \lambda=\sqrt{\frac{D_m}{rp_{\rm esc}}}=7.2\ \text{nm}.$$

Since $\Gamma/r\approx657$, almost every pair hops before it breaks, and the fraction of atoms that have never moved is close to $e^{-\kappa t}$.

In the equilibrium anneal $\kappa t=0.031$, so about 97% of the boron has not moved at all. The rms displacement of 1.8 nm averages over many stationary atoms and a few that have travelled about 10 nm (rms, $\sqrt2\lambda$). The variance $2Dt$ is still right, but a Gaussian of that width is not the shape of the profile. In the damaged crystal $\kappa t=30$: practically every atom has made many flights, and a Gaussian spread is a reasonable description of its central part.

## Real silicon

An equilibrium activation energy near 3.5 eV with a prefactor of order $1\ \text{cm}^2/\text{s}$ is roughly what is measured for boron in silicon; the model's prefactor is $1.5\ \text{cm}^2/\text{s}$. The separate energies are less certain than their sum (the model's $E_f+E_i=4.1$ eV, for instance, lies below the 4.7–5 eV usually reported for the product of interstitial diffusivity and equilibrium concentration), and $C_I^*$ is uncertain by more than a factor of ten. An error of 0.1 eV in $Q$, with the prefactor held, changes $D$ at 800 °C by a factor of 2.9. Diffusion by vacancies is left out.

The assumption that a real implanted layer breaks most clearly is that of a fixed $C_I$. Its interstitials come from clusters that dissolve and are lost to the surface. With a perfect sink 100 nm away and a linear gradient, the loss of free interstitials over the anneal is

$$\frac{D_IC_I}{100\ \text{nm}}\,t=\frac{(1.22\times10^{-5})(3.0\times10^{10})}{10^{-5}}\times300\approx1.1\times10^{13}\ \text{cm}^{-2},$$

where $D_I$, in $\text{cm}^2/\text{s}$, is the free-interstitial diffusivity. This is a substantial part of the excess left by an implant of a few $10^{13}\ \text{cm}^{-2}$, if roughly one interstitial remains per implanted ion. A smaller store would run out before 300 s, and the 55 nm would then be an overestimate. While clusters do control the supply, $E_s$ in (4) is the activation energy of the concentration they maintain, and the measured slope need not be anywhere near −0.2 eV. If the clusters hold a supersaturation $C_I/C_I^*=e^{\Delta E/kT}$ with constant $\Delta E$, then $E_s=E_f-\Delta E$. The factor 962 at 800 °C corresponds to $\Delta E=kT\ln 962=0.64$ eV, and (4) gives $Q=3.5-0.64\approx2.9$ eV.

Two further effects matter because −0.2 eV is a small difference between larger energies. First, take a boron concentration of $10^{18}\ \text{cm}^{-3}$. Pairs then hold 0.457 times as many interstitials as are free. If the total number, free plus paired, is fixed instead of the free number, $C_I\propto1/(1+R)$ with $R=0.457\propto e^{\beta E_b}$. This gives

$$E_s=\frac{R}{1+R}E_b=0.25\ \text{eV},$$

and the slope at 800 °C moves from −0.20 to about +0.05 eV.

Second, boron at this concentration shifts the Fermi level. With an estimated intrinsic carrier density $n_i=2.0\times10^{18}\ \text{cm}^{-3}$, the hole density is $p_h=1.28\,n_i$. If the diffusivity is proportional to $p_h/n_i$, it rises by 28%. The factor falls on heating, because $n_i$ grows, and this lowers the apparent activation energy near 800 °C by 0.19 eV. The sign of the slope at fixed supply is therefore not a firm prediction for a real layer. For a supply that does not change with temperature, the distance of the slope from 3.5 eV is much larger than either correction; for a cluster-controlled supply, as above, the slope can lie much closer to 3.5 eV.

For the simulation, the choice is now clear. An atomistic calculation should give the pair the barrier $E_m$ and let interstitial creation and binding determine how often pairs exist. Giving the 0.6 eV barrier to every substitutional atom would overestimate equilibrium diffusion at 800 °C by a factor $1/P\approx7\times10^{10}$. A continuum calculation can keep the measured equilibrium diffusivity $D^*$, but must multiply it by the supersaturation:

$$D=D^*\,\frac{C_I}{C_I^*}.$$

This follows from (1) and (3) at a given temperature and Fermi level, for which $D^*$ and $C_I^*$ must both be taken. It holds while pairs are in local equilibrium, few boron atoms are paired or locked in immobile clusters, and the interstitial path dominates. Where $C_I$ varies with depth $z$, as it does near a surface sink, the form of the flux matters too. It is the pairs that diffuse, so at uniform temperature and Fermi level the flux of boron, with concentration $C_B$, is $-\partial(DC_B)/\partial z$ and not $-D\,\partial C_B/\partial z$. Leaving out the supersaturation in the damaged crystal above would underestimate the diffusivity 962 times and the rms displacement 31 times.

## Computed results

```
Ef, Eb, Em, Ei = 3.7, 0.8, 0.6, 0.4 eV; S = 5.0 k
attempt frequency = 1.0e+13 1/s; a = 0.543 nm
anneal: T = 1073.15 K, kT = 0.09248 eV, t = 300 s
tetrahedral site density = 4.997e+22 cm^-3
pair sites theta = 4; next-shell sites = 10
shell class: 4 sites, each 1 links in, 3 links out
shell class: 6 sites, each 2 links in, 2 links out
escape probability = 0.5625
activation, equilibrium = 3.5000 eV
activation, fixed C_I = -0.2000 eV
activation, nearly all paired = 0.5991 eV
paired fraction in that case = 0.99886
source saddle Ef + Ei = 4.10 eV
equilibrium prefactor D0 = 1.459 cm2/s
equilibrium C_I* = 3.119e+07 cm^-3
fixed C_I = 3.0e+10 cm^-3; C_I/C_I* = 961.8
pair hop rate = 1.521e+10 1/s
pair diffusivity D_m = 3.738e-06 cm2/s
P equilibrium = 1.427e-11; P fixed C_I = 1.372e-08
D equilibrium = 5.334e-17 cm2/s; rms = 1.79 nm
D fixed C_I = 5.130e-14 cm2/s; rms = 55.5 nm
T = 1073.15 K: D_eq = 5.334e-17, D_fixed = 5.130e-14 cm2/s
T = 1173.15 K: D_eq = 1.343e-15, D_fixed = 4.267e-14 cm2/s
T = 1273.15 K: D_eq = 2.038e-14, D_fixed = 3.653e-14 cm2/s
literal 3.5 eV hop: D = 8.986e-20 cm2/s, rms = 0.073 nm
D_eq / D_literal = 593.7
D_eq with Ei = 0.9 eV: 5.334e-17 cm2/s
other split Ef, Eb, Em = 3.5, 0.5, 0.5 eV
  D_eq = 5.334e-17 cm2/s; fixed-C_I activation = 0.0000 eV (magnitude)
pair dissociation rate r = 2.315e+07 1/s
flight length = 5.36 nm
flights per atom: equilibrium = 0.0557, fixed C_I = 53.6
unmoved fraction: equilibrium = 0.9458, fixed C_I = 5.5e-24
boron = 1.0e+18 cm^-3; n_i = 2.02e+18 cm^-3
Fermi-level factor p/n_i = 1.278
its shift of apparent activation = -0.189 eV
paired / free interstitials = 0.457
factor in D for 0.1 eV error in Q = 2.95
free-interstitial diffusivity = 1.22e-05 cm2/s
dose lost to surface at 100 nm = 1.10e+13 cm^-2
```
